# Superluminal characteristics of the minimally coupled Rarita-Schwinger equation

A charged spin-3/2 particle moves in a uniform magnetic field with \(eB=0.9\,m^2\), in natural units \(\hbar=c=1\). With no momentum along the field and Landau level number \(N=10^8\), its transverse momentum is close to \(\sqrt{2NeB}\), far above its mass, so one expects an energy close to \(\sqrt{2NeB}\). The minimally coupled Rarita-Schwinger equation does give two positive energies with \(E/\sqrt{2NeB}=1.00000\), but also two with \(1.24993\) and \(1.25007\). High-frequency waves of the second kind travel across the field at \(1.25\) times the speed of light.

## The equation and its hidden constraint

The metric is \((+,-,-,-)\), and \(\pi_\mu=i\partial_\mu-eA_\mu\) with a smooth prescribed potential, so that \([\pi_\mu,\pi_\nu]=-ieF_{\mu\nu}\) with \(F_{\mu\nu}=\partial_\mu A_\nu-\partial_\nu A_\mu\). A slash denotes contraction with \(\gamma^\mu\). The field \(\psi_\rho\) is a vector of Dirac spinors with 16 components and obeys

\[
R^\mu\equiv\gamma^{\mu\nu\rho}\pi_\nu\psi_\rho+m\gamma^{\mu\rho}\psi_\rho=0 ,
\]

where \(\gamma^{\mu\rho}=\gamma^\mu\gamma^\rho-\eta^{\mu\rho}\) and

\[
\gamma^{\mu\nu\rho}=\gamma^\mu\gamma^\nu\gamma^\rho-\eta^{\mu\nu}\gamma^\rho-\eta^{\nu\rho}\gamma^\mu+\eta^{\mu\rho}\gamma^\nu
\]

are the antisymmetrized products.

Characteristic surfaces \(\varphi(x)=\text{const}\) can carry jumps in the derivatives of a solution. They are normally found by keeping the highest derivatives, replacing \(\pi_\mu\) by \(n_\mu=\partial_\mu\varphi\), and setting the determinant of the resulting matrix, the symbol, to zero. Here the recipe fails at first: \(\gamma^{\mu\nu\rho}n_\nu\) annihilates \(\psi_\rho=n_\rho\chi\) for every \(n\), by antisymmetry, so its determinant vanishes identically. Some of the equations must be constraints.

To find them, contract with \(\gamma_\mu\). The definitions give \(\gamma_\mu\gamma^{\mu\rho}=4\gamma^\rho-\gamma^\rho=3\gamma^\rho\) and

\[
\gamma_\mu\gamma^{\mu\nu\rho}=4\gamma^\nu\gamma^\rho-\gamma^\nu\gamma^\rho-4\eta^{\nu\rho}+\gamma^\rho\gamma^\nu=2\gamma^{\nu\rho},
\]

so that

\[
\gamma\cdot R=2\gamma^{\nu\rho}\pi_\nu\psi_\rho+3m\,\gamma\cdot\psi .
\]

Next contract with \(\pi_\mu\). Antisymmetry replaces \(\pi_\mu\pi_\nu\) by half the commutator:

\[
\pi\cdot R=-\tfrac{ie}{2}\gamma^{\mu\nu\rho}F_{\mu\nu}\psi_\rho+m\gamma^{\mu\rho}\pi_\mu\psi_\rho .
\]

The derivative terms cancel in the combination

\[
\pi\cdot R-\tfrac m2\gamma\cdot R=-\tfrac{3m^2}{2}\left(\gamma\cdot\psi-K^\rho\psi_\rho\right),\qquad
K^\rho=-\frac{ie}{3m^2}\gamma^{\mu\nu\rho}F_{\mu\nu}.
\]

Every solution with \(m\neq0\) therefore satisfies the algebraic constraint \(\gamma\cdot\psi=K^\rho\psi_\rho\). Without a field it is the familiar \(\gamma\cdot\psi=0\).

With \(\gamma_5=i\gamma^0\gamma^1\gamma^2\gamma^3\), \(\epsilon^{0123}=1\) and \(\tilde F^{\rho\sigma}=\frac12\epsilon^{\rho\sigma\mu\nu}F_{\mu\nu}\), one has \(\gamma^{\mu\nu\rho}=i\epsilon^{\mu\nu\rho\sigma}\gamma_\sigma\gamma_5\). For instance, \(i\gamma_3\gamma_5=\gamma^3\gamma^0\gamma^1\gamma^2\gamma^3=\gamma^0\gamma^1\gamma^2\). Hence

\[
K^\rho=\kappa\tilde F^{\rho\sigma}\gamma_\sigma\gamma_5,\qquad \kappa=\frac{2e}{3m^2}.
\]

Both derivations use the contraction

\[
K^\rho n_\rho=\slashed w\gamma_5,\qquad w^\sigma=\kappa\,n_\rho\tilde F^{\rho\sigma},\qquad w\cdot n=0,
\]

the last relation following from the antisymmetry of \(\tilde F\).

## First derivation: a covariant equation for all 16 components

Since \(\gamma^{\nu\rho}\pi_\nu\psi_\rho=\slashed\pi\,\gamma\cdot\psi-\pi\cdot\psi\), the equation \(\gamma\cdot R=0\) gives

\[
\pi\cdot\psi=\slashed\pi\,\gamma\cdot\psi+\tfrac{3m}{2}\gamma\cdot\psi .
\]

Written out, the original equation is

\[
\gamma^\mu\slashed\pi\,\gamma\cdot\psi-\pi^\mu\gamma\cdot\psi-\gamma^\mu\pi\cdot\psi+\slashed\pi\psi^\mu+m\gamma^\mu\gamma\cdot\psi-m\psi^\mu=0 .
\]

Inserting \(\pi\cdot\psi\) cancels the first term and changes the coefficient of \(\gamma^\mu\gamma\cdot\psi\) to \(m-\frac{3m}{2}=-\frac m2\). Replacing \(\gamma\cdot\psi\) by the constraint then gives

\[
(\slashed\pi-m)\psi^\mu-\left(\pi^\mu+\tfrac m2\gamma^\mu\right)K^\rho\psi_\rho=0 .
\]

The field strength now multiplies a first derivative of \(\psi\), although the original coupling looked harmless. Derivatives acting on \(K^\rho\) itself are of lower order and do not enter the symbol

\[
\psi^\mu\mapsto\slashed n\psi^\mu-n^\mu K^\rho\psi_\rho .
\]

For \(n^2\neq0\), factor out \(\slashed n\) from each of the four vector components. Because \(\det\slashed n=(n^2)^2\), this contributes \((n^2)^8\). The remainder is the identity minus a product of a \(16\times4\) and a \(4\times16\) matrix. The identity \(\det(1-UV)=\det(1-VU)\) reduces it to a \(4\times4\) determinant:

\[
D_{16}=(n^2)^8\det\left(1-\frac{X}{n^2}\right),\qquad X=\slashed w\gamma_5\slashed n .
\]

Now \(\gamma_5\slashed n\slashed w\gamma_5=\slashed n\slashed w\), and \(\slashed n\), \(\slashed w\) anticommute because \(n\cdot w=0\). Therefore

\[
X^2=\slashed w\slashed n\slashed w\slashed n=-w^2n^2 .
\]

The trace of \(X\) vanishes, being the trace of \(\gamma_5\) with two gamma matrices. For \(w^2n^2\ne0\), its eigenvalues are thus \(\pm\sqrt{-w^2n^2}\), each twice, and the determinant is \((1+w^2/n^2)^2\). The result is

\[
D_{16}(n)=(n^2)^6\,(n^2+w^2)^2 .
\]

Both sides are polynomials in \(n\) and the field, so the excluded values are covered by continuity.

## Second derivation: keep the evolution equations and count

The reduced equation follows from the original one, but its own solutions need not satisfy the constraints. The power of \(n^2\) in \(D_{16}\) may therefore count spurious modes. A second route keeps the twelve equations \(R^i=0\) and replaces only \(R^0=0\) by the constraint

\[
C\equiv\gamma\cdot\psi-K^\rho\psi_\rho=0 .
\]

If \(R^i=0\) and \(C=0\), the identity for \(\pi\cdot R-\frac m2\gamma\cdot R\) leaves

\[
\left(\pi_0-\tfrac m2\gamma_0\right)R^0=0 .
\]

This is an ordinary differential equation in time at each point: \(R^0\) remains zero if it vanishes initially. The replacement adds four trivial modes, which must appear as a factor \(n_0^4\).

The symbol consists of the first-order rows \(\gamma^{i\nu\rho}n_\nu\) and the zeroth-order rows \(\gamma^\rho-K^\rho\). For \(n_0\neq0\), write

\[
\psi_\rho=n_\rho\chi+\phi_\rho,\qquad \phi_0=0 .
\]

The change from \((\chi,\phi_i)\) to \((\psi_0,\psi_i)\) has determinant \(n_0^4\), since \(\psi_0=n_0\chi\). The spinor \(\chi\) drops out of the rows \(R^i\), and it enters \(C\) as \((\slashed n-\slashed w\gamma_5)\chi\). The matrix is block triangular:

\[
n_0^4D_C=\det(\slashed n-\slashed w\gamma_5)\;\det{}_{12}(\gamma^{i\nu j}n_\nu).
\]

**The first factor.** Since \(\slashed w\gamma_5\slashed n=\slashed n\slashed w\gamma_5\) and \((\slashed w\gamma_5)^2=-w^2\),

\[
(\slashed n-\slashed w\gamma_5)(\slashed n+\slashed w\gamma_5)=n^2+w^2 .
\]

Choose a vector \(u\) orthogonal to \(n\) and \(w\) with \(u^2\neq0\); one exists for generic \(n\) and \(w\). Conjugation by \(\slashed u\) changes the sign of \(\slashed n\) but not of \(\slashed w\gamma_5\), so the two factors have equal determinants. The square of each determinant is \((n^2+w^2)^4\). The sign of the root is fixed by scaling \(w\) to zero, where \(\det\slashed n=(n^2)^2\). Thus \(\det(\slashed n-\slashed w\gamma_5)=(n^2+w^2)^2\).

**The second factor.** Rotate the axes so that only \(n_0\) and \(n_3\) are nonzero. Let \(r^i=\gamma^{i\nu j}n_\nu\phi_j\) and \(s=\gamma^1\phi_1+\gamma^2\phi_2\). Moving the index \(\nu\) to the front gives a minus sign, so

\[
\begin{aligned}
r^1&=-\slashed n\gamma^1\gamma^2\phi_2-n_0\gamma^0\gamma^1\gamma^3\phi_3,\\
r^2&=-\slashed n\gamma^2\gamma^1\phi_1-n_0\gamma^0\gamma^2\gamma^3\phi_3,\\
r^3&=-n_0\gamma^0\gamma^3s .
\end{aligned}
\]

Use \(s\) in place of \(\phi_1\), a change of unit determinant. As \(\gamma^1\) and \(\gamma^2\) anticommute with this \(\slashed n\) and square to \(-1\),

\[
\begin{aligned}
\gamma^1r^1&=-\slashed n\gamma^2\phi_2-n_0\gamma^0\gamma^3\phi_3,\\
\gamma^1r^1+\gamma^2r^2&=-\slashed n s-2n_0\gamma^0\gamma^3\phi_3 .
\end{aligned}
\]

In the order \(s,\phi_3,\phi_2\), the rows \(r^3\), \(\gamma^1r^1+\gamma^2r^2\) and \(\gamma^1r^1\) are triangular. Their diagonal blocks have determinants \(n_0^4\), \(16n_0^4\) and \((n^2)^2\). Hence

\[
D_C(n)=16\,n_0^4\,(n^2)^2(n^2+w^2)^2 .
\]

Removing the constant and the trivial factor leaves the characteristic polynomial

\[
D(n)=(n^2)^2(n^2+w^2)^2 .
\]

Its degree is eight: four spin states times two signs of frequency. The reduced equation has the same two cones, but its determinant contains four additional factors of \(n^2\), which raise its degree from eight to sixteen. For twelve random choices of field and covector, numerical determinants agree with the formulas for \(D_{16}\) and \(D_C\) to relative errors below \(10^{-14}\).

The derivation also identifies the unusual mode. A jump in \(\partial_\mu\psi_\rho\) proportional to \(n_\mu n_\rho\chi\), with \((\slashed n-\slashed w\gamma_5)\chi=0\), is invisible to the original first-order symbol. The constraint alone decides where it may travel, and the constraint contains the field.

## Speeds and the critical field

Take \(\mathbf E\) and \(\mathbf B\) parallel to \(z\). Then \(F_{12}=-B\), \(F_{03}=E\), and the nonzero dual components are \(\tilde F^{03}=-B\), \(\tilde F^{12}=E\) and their antisymmetric partners. Consequently

\[
w=\kappa\,(Bn_3,\,-En_2,\,En_1,\,-Bn_0),
\]

and, with \(n_\perp^2=n_1^2+n_2^2\),

\[
n^2+w^2=(1-\kappa^2B^2)(n_0^2-n_3^2)-(1+\kappa^2E^2)n_\perp^2 .
\]

For a purely magnetic field let \(b=\kappa B=2eB/3m^2\). The normal speed of a surface is \(v=|n_0|/|\mathbf n|\). If its normal makes an angle \(\theta\) with \(\mathbf B\), setting the form to zero gives

\[
v^2=\frac{1-b^2\cos^2\theta}{1-b^2}=1+\frac{b^2\sin^2\theta}{1-b^2}.
\]

For \(0<b<1\) this exceeds one in every direction except along the field. There is no threshold for superluminal propagation. In a weak field the excess is \(v-1\simeq\frac12b^2\sin^2\theta\), quadratic in \(eB/m^2\).

For \(eB=0.9\,m^2\), \(b=\frac23\times0.9=0.6\) and the transverse speed is \(1/\sqrt{1-0.36}=1.25\). At \(30^\circ\) from the field, \(v=\sqrt{0.73/0.64}=1.068\). A pure electric field \(eE=0.9\,m^2\) gives \(v=\sqrt{1.36}=1.166\) across the field, so the effect is not peculiar to magnetism. Electric and magnetic fields of this size placed parallel give \(\sqrt{1.36/0.64}=1.458\).

At \(b=1\), or \(eB=3m^2/2\), the magnetic form becomes \(-n_\perp^2\) and vanishes for \(n=(1,0,0,0)\). The surfaces of constant time are then characteristic. The constraint shows what has gone wrong: the coefficient of \(\psi_0\) in it is \(\gamma^0-K^0\), whose determinant is the first factor above at this \(n\), namely \((1-b^2)^2\). At the critical field the constraint no longer fixes \(\psi_0\).

For \(b>1\), no choice of time direction restores hyperbolicity. A hyperbolic direction \(N\) must give real roots \(\lambda\) of \(D(\lambda N+k)=0\) for every \(k\). The light-cone factor requires \(N\) to be timelike. The other factor is

\[
G(n)=-(b^2-1)(n_0^2-n_3^2)-n_\perp^2 ,
\]

which is negative for every timelike \(N\). It has one positive direction, along \(z\), and three negative ones. The complement of \(N\), orthogonal with respect to \(G\), therefore still contains a \(k\) with \(G(k)<0\). For this \(k\),

\[
\lambda^2G(N)+G(k)=0\quad\Rightarrow\quad \lambda^2=-\frac{G(k)}{G(N)}<0 ,
\]

and the roots are imaginary. For \(eB=1.8\,m^2\), where \(b=1.2\), a wave across the field with wave number \(k\) grows at the rate \(k/\sqrt{0.44}=1.508\,k\). Ever shorter waves grow ever faster, so arbitrarily small changes in the initial data can have arbitrarily large effects after a fixed time.

The critical value refers to a frame in which the fields are parallel or the electric field vanishes. Take \(eE=1.6\,m^2\) along \(x\) and \(eB=2.0\,m^2\) along \(z\). The magnetic field exceeds the critical value, but an observer moving at \(u=E/B=0.8\) sees no electric field and a magnetic field \(eB'=\sqrt{2.0^2-1.6^2}\,m^2=1.2\,m^2\). There \(b'=0.8\), and the system is hyperbolic with transverse speed \(1/\sqrt{1-0.64}=1.667\).

In the original frame, take \(n=(n_0,k,0,0)\). The moving observer assigns it a time component of magnitude \(n_0/0.6\) and a component along the drift of magnitude \(0.8\,n_0/0.6\), while \(k\) is unchanged. The form is

\[
\frac{0.36-0.64}{0.36}\,n_0^2-k^2=0,\qquad n_0=\pm1.134\,i\,k .
\]

Data on this frame's equal-time surfaces lead to unbounded growth, although the moving observer's surfaces are admissible. The fault lies in the slicing, because the propagation cone is wider than the light cone.

## The Landau spectrum without the constraints

In a uniform magnetic field the original equation can be solved without a high-frequency approximation. Since \([\pi_1,\pi_2]=ieB\), the transverse operators act as oscillator ladder operators, and conservation of angular momentum splits the equation into finite blocks, of size \(16\times16\) except at the lowest few levels, where some components are absent. A full block couples the four oscillator levels \(N-2,\dots,N+1\), and this fixes the label \(N\) used throughout. Shifting the label by one changes the values quoted below for \(N=10^2\) by about half a percent. The energies are the zeros of each block's determinant.

For a full \(16\times16\) block, the preceding argument predicts the degree of this determinant. Replacing \(R^0\) by \(C\) multiplies it by a factor growing as \(E^4\). The new determinant has highest power \(E^{12}\), with a coefficient proportional to \(\det(\gamma^0-K^0)\). The original one must therefore have degree eight, with a leading coefficient proportional to \((1-b^2)^2\). The computed coefficients, relative to the field-free value, are \(0.4096\), \(0.0000\) and \(0.1936\) for \(eB=0.9\), \(1.5\) and \(1.8\,m^2\), as predicted.

At \(eB=0.9\,m^2\) the faster pair has \(E/\sqrt{2NeB}=1.197\) and \(1.333\) for \(N=10^2\), and \(1.2478\) and \(1.2522\) for \(N=10^5\). At \(N=10^5\) the distance from \(1.25\) is about \(0.0022\). Multiplied by \(\sqrt{2NeB}=424\,m\), it is an energy offset of about \(0.9\,m\). The values at \(N=10^8\) give about the same offset, which becomes negligible beside the momentum. The symbol omits terms of this order, and the offset is not derived here.

At \(eB=1.8\,m^2\) the largest growth rate rises from \(28.6\,m\) at \(N=10^2\) to \(2.86\times10^4\,m\) at \(N=10^8\), following \(1.508\sqrt{2NeB}\). The instability thus appears in the original equation and is not produced by the reduction. The numerical output also gives the residuals of the constraint and of the reduced equation on solutions of one block. Both are at rounding level, while the norm of \(\gamma\cdot\psi\) reaches \(0.59\) among these solutions when the coefficient vector has unit norm.

## What each derivation assumes

Both derivations require \(m\neq0\), because the constraint was divided by \(m^2\), and a smooth external field, because only the highest derivatives were kept. Both concern minimal coupling; an added magnetic-moment term changes the constraint, which may then contain derivatives of \(\psi_\rho\), and needs a new calculation.

The first derivation is covariant throughout and singles out no time coordinate. It assumes that the solutions already satisfy the constraints, so it locates the possible characteristic surfaces but overcounts the modes. The second singles out a time coordinate and assumes \(R^0=0\) on an initial surface. In return it gives the correct multiplicities and shows that the faster cone belongs to the constrained system. The Landau calculation needs neither reduction, but it is limited to a uniform magnetic field.

For a hypothetical spin-3/2 particle with the electron's mass and charge magnitude, the unit \(m^2c^2/(e\hbar)\) is \(4.414\times10^9\) T, and hyperbolicity is lost at \(1.5\) times this, \(6.62\times10^9\) T. In a field of 1 T the transverse speed exceeds that of light by a fraction of only \(\frac29(4.414\times10^9)^{-2}\approx1.1\times10^{-20}\). The excess is minute, but it is not zero: within this model, the propagation cone reaches outside the light cone in any nonzero magnetic field. In a uniform magnetic field below the critical value, every ray still runs forward in the time of the frame where the field is purely magnetic, but an observer moving across the field faster than \(\sqrt{1-b^2}\) sees some rays run backward. The critical field marks the further loss of a well-posed initial-value problem.

## Numbers as computed

```
Natural units, m = 1; fields eE, eB in m^2, speeds in c, energies in m
largest relative error, 16x16 determinant: 5.1e-15
largest relative error, determinant with constraint: 3.1e-15
subcritical eB = 0.9 m^2, b = 0.60
speed at 30 degrees from B: 1.06800 c
speed at 60 degrees from B: 1.19242 c
speed at 90 degrees from B: 1.25000 c
determinant of psi_0 coefficient at this field: 0.4096
pure electric field eE = 0.9 m^2, transverse speed: 1.16619 c
parallel eE = eB = 0.9 m^2, transverse speed: 1.45774 c
supercritical eB = 1.8 m^2, b = 1.20
growth rate / transverse wave number: 1.50756 c
E^8 coefficient / free value at eB = 0.9 m^2: 0.4096
E^8 coefficient / free value at eB = 1.5 m^2: 0.0000
E^8 coefficient / free value at eB = 1.8 m^2: 0.1936
eB = 0.9, N = 1e+02: positive E/sqrt(2NeB) = 0.99237 0.99626 1.19677 1.33263
eB = 0.9, N = 1e+05: positive E/sqrt(2NeB) = 0.99999 0.99999 1.24780 1.25222
eB = 0.9, N = 1e+08: positive E/sqrt(2NeB) = 1.00000 1.00000 1.24993 1.25007
eB = 1.8, N = 1e+02: largest Im E = 28.576 m, ratio to sqrt(2NeB) = 1.50609
eB = 1.8, N = 1e+05: largest Im E = 904.53 m, ratio to sqrt(2NeB) = 1.50756
eB = 1.8, N = 1e+08: largest Im E = 28604 m, ratio to sqrt(2NeB) = 1.50756
Landau speed at 30 degrees, N = 1e+08: 1.06802 c
test block: N = 5, |p_z| = 0.7 m, eB = 0.9 m^2
largest norm of gamma.psi, unit-norm coefficient vector: 0.5889
largest constraint residual: 4.1e-14
largest reduced-equation residual: 1.7e-13 m
crossed fields eE = 1.6 m^2, eB = 2.0 m^2
drift-frame speed: 0.80 c, eB there: 1.20 m^2
lab-frame growth rate / wave number along E: 1.13389 c
drift-frame transverse characteristic speed: 1.66667 c
field unit m^2c^2/(e hbar) for electron mass: 4.4140e+09 T
critical field for electron mass and charge magnitude: 6.6210e+09 T
```
